# Thomas-Fermi Screening and the Stability Limit of Simple Density Mixing

## Second half: how screening limits the mixing

**Q.** Before you go on, collect what you need from the first half.

**A.** The gas has Fermi wavenumber $k_F$ and chemical potential $\mu=k_F^2$ in Rydberg units. A density wave makes the Hartree potential energy $V_q^H=8\pi\,\delta n_q/q^2$. The slow-wave response to the total potential is $\delta n_q=-(k_{TF}^2/8\pi)V_q$, with $k_{TF}^2=4k_F/\pi$. The dielectric function is $\varepsilon(q)=1+k_{TF}^2/q^2$. In the quantum gas the second term is multiplied by $F(q/2k_F)=1-q^2/12k_F^2-\dots$. The example has $r_s=3$ bohr, $k_F=0.6397\ \text{bohr}^{-1}$ and $k_{TF}=0.9025\ \text{bohr}^{-1}$.

**Q.** All this describes a physical gas that has settled. A computer program iterating towards a solution is not a physical gas. Why should $\varepsilon$ appear there?

**A.** Look at one cycle of the iteration. An input density $n_{\rm in}$ gives a Hartree potential, and the electrons are placed in that potential, which gives an output density $n_{\rm out}$. At self-consistency the two are equal. Suppose the input differs from the uniform solution by a small wave $\delta n_{\rm in}$. Its potential is $8\pi\,\delta n_{\rm in}/q^2$, and the response to it is

$$\delta n_{\rm out}=-\frac{k_{TF}^2}{8\pi}\,\frac{8\pi}{q^2}\,\delta n_{\rm in}=-\frac{k_{TF}^2}{q^2}\,\delta n_{\rm in}.$$

The difference between output and input, called the residual, is

$$\delta n_{\rm out}-\delta n_{\rm in}=-\left(1+\frac{k_{TF}^2}{q^2}\right)\delta n_{\rm in}=-\varepsilon(q)\,\delta n_{\rm in}.$$

The dielectric function enters because the cycle uses the same two ingredients as physical screening: the Coulomb potential of a density and the response of the electrons to a potential. A fixed external potential is the same for the wrong and the right density, so it cancels in the potential difference. If it is weak enough to leave the response that of the uniform gas, it drops out of the error altogether.

**Q.** Why not use the output as the next input and be done?

**A.** Then every cycle multiplies the error by $-k_{TF}^2/q^2$. For the 40-bohr wave this is $-33.0$. A surplus of electrons on one side of the cell raises the potential there. The electrons are then placed in this potential as if it were final, and far too many go to the other side. In the next cycle they are sent back in still greater number. This is charge sloshing. It is a motion in the sequence of iterations and not in physical time.

**Q.** So one takes a smaller step. How does that change the error?

**A.** Simple mixing moves a fraction $\alpha$ of the way from input to output:

$$n_{\rm new}=n_{\rm in}+\alpha\,(n_{\rm out}-n_{\rm in}).$$

Here $\alpha$ is a real constant, the same for all waves and all cycles. Subtract the self-consistent density from both sides and insert the residual:

$$\delta n_{\rm new}=\delta n_{\rm in}-\alpha\,\varepsilon(q)\,\delta n_{\rm in}=[1-\alpha\,\varepsilon(q)]\,\delta n_{\rm in}.$$

After $N$ cycles the error of this wave has been multiplied by $[1-\alpha\varepsilon(q)]^N$. In a uniform gas the waves do not mix at first order, so this holds for each of them separately.

**Q.** Which values of $\alpha$ make it shrink?

**A.** The multiplier must have magnitude below one:

$$-1<1-\alpha\,\varepsilon(q)<1 .$$

Subtracting one and changing the sign gives $0<\alpha\,\varepsilon(q)<2$. As $\varepsilon(q)$ is positive, we may divide by it:

$$0<\alpha<\frac{2}{\varepsilon(q)} .$$

For $\alpha$ below $1/\varepsilon$ the error keeps its sign as it shrinks. Between $1/\varepsilon$ and $2/\varepsilon$ it changes sign at each cycle and still shrinks. Alternation alone is therefore no sign of divergence.

**Q.** There are many waves in a cell. Which one sets the limit?

**A.** All of them must shrink, so the largest $\varepsilon$ decides. Since $\varepsilon(q)$ falls as $q$ rises, this belongs to the smallest $q$ that the cell allows. In a periodic cell with perpendicular edges $L_1,L_2,L_3$ the wavevectors are

$$\mathbf q=2\pi\left(\frac{m_1}{L_1},\frac{m_2}{L_2},\frac{m_3}{L_3}\right),$$

with integers $m_i$. The case of all zeros would be a change in the number of electrons, which is fixed, so it does not occur. The smallest remaining magnitude is $2\pi/L$, where $L$ is the longest edge. There

$$\varepsilon(2\pi/L)=1+\left(\frac{k_{TF}L}{2\pi}\right)^2,$$

and the condition for every small error to decay is

$$0<\alpha<\alpha_c,\qquad \alpha_c=\frac{2}{1+(k_{TF}L/2\pi)^2}.$$

If the edges are not perpendicular, $2\pi/L$ must be replaced by the length of the shortest nonzero reciprocal lattice vector.

**Q.** Then $\alpha_c$ is the largest stable mixing.

**A.** It is the upper limit of the stable values, but it is not one of them. At $\alpha=\alpha_c$ the multiplier of the longest wave is $1-2=-1$. The error changes sign for ever and does not decay in the linear theory. The numerical check finds a multiplier of $-1.0000$ there. Any smaller positive $\alpha$ converges for small errors, and there is no largest one among them.

**Q.** Work it out for the 40-bohr cell.

**A.** First,

$$\frac{k_{TF}L}{2\pi}=\frac{0.90251\times40}{6.2832}=5.7455,\qquad (5.7455)^2=33.01 .$$

Then

$$\alpha_c=\frac{2}{1+33.01}=0.0588 .$$

At most about six per cent of the new density may be mixed in at each cycle. For other lengths at the same density:

| $L$ (bohr) | $\varepsilon(2\pi/L)$ | $\alpha_c$ |
|---|---|---|
| 10 | 3.063 | 0.6529 |
| 20 | 9.253 | 0.2162 |
| 40 | 34.01 | 0.0588 |
| 80 | 133.0 | 0.0150 |

**Q.** Did you only evaluate the formula four times?

**A.** The formula was also tested against a measured limit. The program starts from the uniform density with four small waves added, runs the nonlinear Thomas-Fermi iteration and records whether the error grows. It then halves the interval of possible $\alpha$ again and again. This search does not use the formula for $\alpha_c$. The limits it finds agree with the formula within the asserted relative tolerance of $10^{-4}$ for all four lengths.

**Q.** Each doubling of $L$ seems to divide the limit by nearly four, but the first one does not.

**A.** Let $s=(k_{TF}L/2\pi)^2$. Doubling $L$ changes $s$ to $4s$, so

$$\frac{\alpha_c(L)}{\alpha_c(2L)}=\frac{1+4s}{1+s}.$$

This tends to 4 for large $s$ and to 1 for small $s$. From 10 to 20 bohr the ratio is $0.6529/0.2162=3.02$. From 40 to 80 bohr it is 3.91. When $k_{TF}L\gg2\pi$, the one in the denominator of $\alpha_c$ can be dropped:

$$\alpha_c\approx\frac{8\pi^2}{k_{TF}^2L^2}.$$

For $L=40$ bohr this gives 0.0606, about 3 per cent above the full formula, as expected from the relative correction $1/s=1/33$. In the opposite limit, $k_{TF}L\ll2\pi$, the formula tends to 2. There, however, $q$ is much larger than $k_{TF}$, and the slow-wave assumption has to be checked before the number is used.

**Q.** Is it the number of electrons that causes the trouble, then? A longer cell has more of them.

**A.** Not in this model. At fixed density the limit contains the longest edge alone. A cell of $40\times10\times10$ bohr has one sixteenth of the electrons of a cube with edge 40 bohr, but the same smallest wavevector and the same $\alpha_c$. The density itself enters through $k_{TF}^2=4k_F/\pi$, which grows as $n_0^{1/3}$. A denser gas has more states at the Fermi surface and responds more strongly.

**Q.** Could I escape if my starting density happened to contain no long wave?

**A.** In exact arithmetic, and at first order, a wave that is absent stays absent. Symmetry can also forbid it, for instance when a long cell is a repetition of short identical ones and the density keeps that repetition. But this is a special preparation. For $\alpha>\alpha_c$ the long-wave part of any small disturbance grows from cycle to cycle, however it arose. The total error may still fall at first, while shorter waves die out.

**Q.** Your limit rests on a Thomas-Fermi gas. Real electrons have wavefunctions. Does the limit survive?

**A.** For quantum electrons in the same mean field, the dielectric function becomes

$$\varepsilon_Q(q)=1+\frac{k_{TF}^2}{q^2}F\!\left(\frac q{2k_F}\right).$$

The argument about the iteration is unchanged, with $\varepsilon_Q$ in place of $\varepsilon$. Since $F<1$, the quantum limit lies above $\alpha_c$. The Thomas-Fermi value is thus slightly cautious here, provided the sum over electron states is dense enough to act as an integral. For small $q$ the difference is

$$\varepsilon-\varepsilon_Q\approx\frac{k_{TF}^2}{q^2}\,\frac{q^2}{12k_F^2}=\frac{k_{TF}^2}{12k_F^2}=\frac{0.8145}{12\times0.4092}=0.166 ,$$

which does not depend on $q$. Diagonalization in the 40-bohr cell gives these values for the waves $q=2\pi m/L$:

| $m$ | $\varepsilon_Q$ | $\varepsilon$ |
|---|---|---|
| 1 | 33.84 | 34.01 |
| 2 | 9.085 | 9.253 |
| 3 | 4.497 | 4.668 |
| 4 | 2.888 | 3.063 |

The difference rises slowly from 0.166 to 0.175. The rise comes from the higher terms of $F$: the next one is $-x^4/15$ with $x=q/2k_F$. At $m=4$, $x^4/15=0.0039$, and multiplied by $k_{TF}^2/q^2=2.063$ it adds 0.008 to the difference.

**Q.** Must the longest wave still be the worst one? You used the fact that $\varepsilon$ falls with $q$.

**A.** It must. For $q<2k_F$ all the terms after the first in the series for $F$ are negative and grow in magnitude with $q$. So $F$ falls, and $F/q^2$ falls faster still. For $q>2k_F$ return to the perturbation formula before the integration variable was shifted. The two terms for a state $p$ add up to

$$-\frac1{q(q+2p)}-\frac1{q(q-2p)}=-\frac{2}{q^2-4p^2}.$$

Every occupied state has $2|p|<2k_F<q$, so each contribution has one sign and shrinks as $q$ grows. The response is continuous at $q=2k_F$, where both expressions give half the slow-wave value. Hence $\varepsilon_Q$ falls throughout.

**Q.** Show me that a quantum iteration really behaves this way near the limit.

**A.** From $\varepsilon_Q=33.84$ one expects a quantum limit of $2/33.84=0.0591$. The search with repeated quantum iterations also gives 0.0591, which is 0.5 per cent above the Thomas-Fermi value.

Now run 20 cycles at $0.9\,\alpha_c=0.0529$. The multiplier of the longest wave is $1-0.0529\times33.84=-0.79$, and its error falls to 0.0092 of the initial one. At $1.1\,\alpha_c=0.0647$ the multiplier is $-1.19$, and the error grows 32 times. Both measured ratios agree with the twentieth power of the multiplier. A change of $\alpha$ from ten per cent below to ten per cent above the limit separates convergence from divergence.

**Q.** If a small $\alpha$ is safe, why not take a very small one and stop worrying?

**A.** Because the short waves then hardly move. For them $\varepsilon$ is close to 1 and the multiplier is close to $1-\alpha$. At $\alpha=0.0529$, reducing such an error tenfold takes about $\ln10/[-\ln(1-0.0529)]=42$ cycles.

The best constant $\alpha$ makes the slowest long wave and the slowest short wave equally slow. If $\varepsilon$ runs from $\varepsilon_{\min}$ to $\varepsilon_{\max}$, this requires $1-\alpha\varepsilon_{\min}=\alpha\varepsilon_{\max}-1$, so

$$\alpha_{\rm best}=\frac{2}{\varepsilon_{\max}+\varepsilon_{\min}}.$$

The common magnitude of the multiplier is $(\varepsilon_{\max}-\varepsilon_{\min})/(\varepsilon_{\max}+\varepsilon_{\min})$. With $\varepsilon_{\min}\approx1$ and $\varepsilon_{\max}=34.01$ it is $33.01/35.01=0.94$. Even the best constant leaves 94 per cent of the slowest error after each cycle. The harm done by a long cell is therefore slow convergence as well as possible divergence.

**Q.** Then the fault lies in using one constant for all waves.

**A.** Yes. If the mixing fraction may depend on $q$, choose

$$\alpha(q)=\frac{\alpha_0}{\varepsilon(q)}=\alpha_0\,\frac{q^2}{q^2+k_{TF}^2}.$$

The multiplier becomes $1-\alpha_0$ for every wave in the Thomas-Fermi gas, whatever the cell length. This is Kerker preconditioning. It takes small steps for long waves and steps close to $\alpha_0$ for short ones.

**Q.** Where would you refuse to use your limit?

**A.** First, in an insulator. Suppose a slow potential merely polarizes the material, so that $\delta n_q=-b\,q^2V_q$ with a constant $b$. The Coulomb factor then gives $\varepsilon=1+8\pi b$, which stays finite as $q$ tends to zero. In that case a longer cell does not keep lowering the limit.

Second, in a strongly non-uniform system, such as a metal slab with a thick vacuum layer. There different waves are coupled, and a single $k_{TF}$ does not describe the whole cell. The formula may suggest a first trial value, but it guarantees nothing.

Third, for large initial errors. The derivation kept the first order in $|V|/\mu$, so it decides the fate of small errors near the solution.

Fourth, with a coarse mesh of $k$-points. Both $k_{TF}$ and $F$ come from an integral over a continuum of states. With few $k$-points the levels near the Fermi energy form discrete shells, and the response can be much stronger. For free electrons in the $40\times10\times10$ bohr cell with a Fermi smearing of 0.01 Ry, the limit is about 0.021 with the $\Gamma$ point alone and 0.054 with a $2\times2\times2$ mesh. An $8\times32\times32$ mesh gives 0.0591. On a coarse mesh $\alpha_c$ is not a safe value, and cells with the same longest edge need not share the same limit.

**Q.** And exchange and correlation, which you left out from the start?

**A.** In a local approximation they add a potential $f\,\delta n_q$, where $f$ is a constant for the uniform gas. The factor $8\pi/q^2$ becomes $8\pi/q^2+f$, and the residual is minus the input error times

$$1+\frac{k_{TF}^2}{q^2}+\frac{k_{TF}^2f}{8\pi}$$

instead of $\varepsilon(q)$. The added term does not grow with the cell, while the Coulomb term grows as $L^2$. The numerical limit shifts, but for a sufficiently long metallic cell the leading law $\alpha_c\approx8\pi^2/(k_{TF}^2L^2)$ remains, provided this factor is positive for every wave. The condition matters because $f$ is negative. For short waves the factor tends to $1+k_{TF}^2f/8\pi$. In the local density approximation the added term is about $-0.55$ at $r_s=3$ bohr, but it falls below $-1$ between $r_s=5$ and $5.6$ bohr. In a Thomas-Fermi gas of lower density the short waves then grow for every positive $\alpha$. With the quantum response the last two terms are multiplied by $F(q/2k_F)$, which falls at large $q$, and the factor stays positive for $r_s$ from 2 to 6.5 bohr.

## Table of computed values

```
r_s = 3.0 bohr
density n0 = 0.008842 bohr^-3
kF = 0.63972 bohr^-1
Fermi energy = 0.40924 Ry
kTF^2 = 0.81452 bohr^-2
kTF = 0.90251 bohr^-1
screening length 1/kTF = 1.1080 bohr = 0.5863 angstrom
Thomas-Fermi mixing limit (alpha and eps have no unit):
L = 10 bohr: eps(2pi/L) = 3.0632, alpha limit formula 0.65291, iteration 0.65291
L = 20 bohr: eps(2pi/L) = 9.2528, alpha limit formula 0.21615, iteration 0.21615
L = 40 bohr: eps(2pi/L) = 34.0111, alpha limit formula 0.05880, iteration 0.05880
L = 80 bohr: eps(2pi/L) = 133.0444, alpha limit formula 0.01503, iteration 0.01503
alpha limit ratio, L = 40 to L = 80 bohr: 3.9118
main cell L = 40 bohr, smallest q = 0.15708 bohr^-1
Applied potential 1e-4 Ry, converged Thomas-Fermi density:
harmonic 1: V_ext/V = 34.0111, formula eps = 34.0111
harmonic 2: V_ext/V = 9.2528, formula eps = 9.2528
harmonic 4: V_ext/V = 3.0632, formula eps = 3.0632
error multiplier at the alpha limit = -1.00000
Quantum dielectric function from diagonalization:
harmonic 1: quantum eps = 33.8448, Thomas-Fermi eps = 34.0111
harmonic 2: quantum eps = 9.0849, Thomas-Fermi eps = 9.2528
harmonic 3: quantum eps = 4.4973, Thomas-Fermi eps = 4.6679
harmonic 4: quantum eps = 2.8884, Thomas-Fermi eps = 3.0632
quantum/Thomas-Fermi response, harmonic 1 = 0.99496
long-wave series for this ratio = 0.99498
quantum alpha limit from iteration = 0.05909
quantum limit / Thomas-Fermi limit = 1.0049
Quantum SCF, longest-wave error after 20 steps / initial error:
alpha = 0.9 x limit = 0.05292: ratio 0.00924, from quantum eps 0.00924
alpha = 1.1 x limit = 0.06468: ratio 32.01628, from quantum eps 32.01851
```
